\section*{Pairing of Oxygen Vacancies in a Dilute High-k Oxide}

\section{Definitions and conventions}

An oxide has $N$ equivalent oxygen sites, of which $n$ are vacant. The vacancy number is fixed, and
\begin{equation}
c=\frac{n}{N}\ll 1
\label{eq:c}
\end{equation}
is the fraction of vacant sites. A vacancy with no vacant nearest neighbour is called single. Two adjacent vacancies with no further vacant neighbour form a pair. This definition is geometrical: it includes vacancies that are adjacent by chance.

A pair can lie in $g$ orientations per oxygen site, labelled $o=1,\ldots,g$. If each site has $z$ neighbours, then $g=z/2$, because each of the $zN$ directed links from a site to a neighbour is counted once from either end. The binding energy $E_o$ is the energy released when two distant vacancies are brought together in orientation $o$, so $E_o>0$ means attraction. The pair then has energy $-E_o$ relative to two singles, and its Boltzmann factor is
\begin{equation}
b_o=e^{E_o/kT},\qquad q=\sum_{o=1}^{g}b_o .
\label{eq:q}
\end{equation}
For equal binding energies $E_b$, write $B=e^{E_b/kT}$; then $q=zB/2$.

The vacancies are neutral and interact only when adjacent. They are mobile enough to reach equilibrium at temperature $T$. Vibrational entropy of binding is neglected at first. Clusters larger than pairs are also left out; the condition for doing so is derived in Section~\ref{sec:clusters}. The quantity sought is the fraction of all vacancies that belong to pairs,
\begin{equation}
f=\frac{2n_2}{n},
\label{eq:fdef}
\end{equation}
where $n_2$ is the number of pairs. The factor two appears because $f$ counts vacancies, not pairs.

\section{Counting the configurations}

One pair has $gN$ possible placements. Exchanging its two vacancies gives the same configuration, so no further factor arises. If the pairs did not obstruct one another, $n_2$ of them could be placed in $(gN)^{n_2}/n_2!$ ways, the factorial removing permutations of identical pairs. Likewise $n_1$ singles could be placed in $N^{n_1}/n_1!$ ways.

Obstruction can be followed explicitly for two pairs on a simple cubic lattice, where $z=6$ and $g=3$. The first pair and its neighbours cover $2+10=12$ sites. A second pair may not use any of them. These sites have $12\times6=72$ link ends. Among them lie 15 internal links: the pair itself, ten links from the pair to its neighbours, and four links between neighbours. Each internal link was counted twice, so $72-15=57$ placements are forbidden. The true number of two-pair configurations is therefore
\begin{equation}
\frac{3N(3N-57)}{2}=\frac{(3N)^2}{2}\left(1-\frac{19}{N}\right).
\label{eq:twopairs}
\end{equation}
For $N=216$ the bracket is $0.912$, the value also found by listing all placements.

With many defects, the correction to the logarithm of the total count has the form $N\phi(x_1,x_2)$, where $x_1=n_1/N$ and $x_2=n_2/N$. Since obstruction needs at least two objects, $\phi$ starts at second order in these densities. The total correction need not be small, but equilibrium depends on how the count changes when two singles become one pair. That change is $\partial\phi/\partial x_2-2\,\partial\phi/\partial x_1$, which is of first order in the densities. Dropping it changes the equilibrium ratio by a relative amount of order $c$, times a geometrical coefficient.

Now include the orientations. Let $n_o$ pairs have orientation $o$, with $\sum_o n_o=n_2$. Their weighted count is $\prod_o (Nb_o)^{n_o}/n_o!$. The multinomial theorem gives
\begin{equation}
\sum_{\{n_o\}}\prod_{o=1}^{g}\frac{(Nb_o)^{n_o}}{n_o!}
=\frac{1}{n_2!}\left(N\sum_o b_o\right)^{n_2}
=\frac{(qN)^{n_2}}{n_2!}.
\label{eq:multi}
\end{equation}
The statistical weight of all states with $n_2$ pairs is thus
\begin{equation}
Z(n_2)=\frac{(qN)^{n_2}}{n_2!}\,\frac{N^{n_1}}{n_1!},
\qquad n_1=n-2n_2 .
\label{eq:Z}
\end{equation}
The formation energy of the $n$ vacancies contributes the same Boltzmann factor to every $Z(n_2)$, and this factor has been omitted.

\section{Equilibrium and conservation}

Forming one more pair changes $n_2$ to $n_2+1$ and $n_1$ to $n_1-2$. In the ratio of weights the pair factor contributes $qN/(n_2+1)$. The single factor contributes $N^{-2}\,n_1!/(n_1-2)!=n_1(n_1-1)/N^2$. Hence
\begin{equation}
\frac{Z(n_2+1)}{Z(n_2)}
=\frac{q\,n_1(n_1-1)}{N(n_2+1)} .
\label{eq:ratio}
\end{equation}
This ratio falls as $n_2$ grows, since the numerator decreases and the denominator increases. The weight therefore has a single peak, where the ratio passes through one. For large numbers, $n_1-1$ and $n_2+1$ may be replaced by $n_1$ and $n_2$, giving
\begin{equation}
x_2=q x_1^2 .
\label{eq:massaction}
\end{equation}
This is the law of mass action, with the orientation count inside $q$.

The peak also gives the mean. The logarithm of the ratio is approximately $\ln q+2\ln n_1-\ln n_2-\ln N$. Using $dn_1/dn_2=-2$, its derivative is $-4/n_1-1/n_2$. Near the peak the weight is therefore Gaussian with variance
\begin{equation}
\sigma^2=\left(\frac{4}{n_1}+\frac{1}{n_2}\right)^{-1}<n_2 .
\label{eq:width}
\end{equation}
The relative width $\sigma/n_2$ is below $1/\sqrt{n_2}$ and vanishes for a large sample. In a small device with few pairs, the fluctuations remain.

Conservation of vacancies is $n=n_1+2n_2$. Division by $N$ and use of Eq.~\eqref{eq:massaction} give
\begin{equation}
c=x_1+2q x_1^2 ,\qquad
x_1=\frac{-1+\sqrt{1+8qc}}{4q}.
\label{eq:conservation}
\end{equation}
The other root is negative and cannot be a density. Let $S=\sqrt{1+8qc}$, so that $4qc=(S^2-1)/2$. Then
\begin{equation}
1-f=\frac{x_1}{c}=\frac{S-1}{4qc}
=\frac{2(S-1)}{(S-1)(S+1)}=\frac{2}{S+1},
\label{eq:single}
\end{equation}
and the required fraction is
\begin{equation}
f=1-\frac{2}{1+\sqrt{1+8qc}}=\frac{S-1}{S+1}.
\label{eq:f}
\end{equation}
For equal orientations $8qc=4zc\,e^{E_b/kT}$. The fraction depends on concentration, orientations and binding through the single product $qc$.

Differentiating the logarithm of Eq.~\eqref{eq:multi} with respect to $\ln b_o$ gives the mean number of pairs in orientation $o$:
\begin{equation}
\langle n_o\rangle=n_2\,\frac{\partial\ln q}{\partial\ln b_o}
=n_2\,\frac{b_o}{q}.
\label{eq:share}
\end{equation}
Conservation and mass action together fix the total pair population, which depends on the sum $q$. The ratios $b_o/q$ then divide it among the orientations.

\section{Limits and the inverse relation}

Putting $x_1=c(1-f)$ and $x_2=cf/2$ into Eq.~\eqref{eq:massaction} gives
\begin{equation}
f=2qc(1-f)^2 .
\label{eq:implicit}
\end{equation}
When $qc\ll1$, the leading result is $f\simeq2qc$. Inserting it on the right gives the next term:
\begin{equation}
f=2qc-8(qc)^2+O\!\left((qc)^3\right).
\label{eq:weak}
\end{equation}
The negative term is the depletion of singles required by conservation. Its coefficient is reliable only when $B$ is well above one, because the neglected obstruction also changes $f$ by a relative amount of order $c$. On the simple cubic lattice with $E_b=0$ the exact fraction is $6c(1-c)^{10}=6c-60c^2+\cdots$, whereas Eq.~\eqref{eq:weak} gives $6c-72c^2$. With $E_b=0$ and equal orientations, the leading term is $zc$. This is the chance that one of the $z$ neighbours is vacant, not a sign of binding.

When $qc\gg1$ but $c\ll1$, Eq.~\eqref{eq:single} gives
\begin{equation}
1-f\simeq\frac{1}{\sqrt{2qc}} .
\label{eq:strong}
\end{equation}
For equal orientations the remaining single fraction varies as $e^{-E_b/2kT}$. The half appears because breaking one pair creates two singles. At $f=1/2$, Eq.~\eqref{eq:implicit} gives $qc=1$. The half-pairing temperature at fixed $c$ follows from $(z/2)c\,e^{E_b/kT}=1$:
\begin{equation}
T_{1/2}=\frac{E_b}{k\ln[2/(zc)]}.
\label{eq:half}
\end{equation}

If $f$ and $c$ are known at an equilibrium temperature, Eq.~\eqref{eq:implicit} can be inverted. For equal orientations,
\begin{equation}
E_b=kT\ln\!\left[\frac{f}{zc(1-f)^2}\right].
\label{eq:inverse}
\end{equation}
Any vibrational entropy is then absorbed in $E_b$, which becomes a binding free energy at that temperature.

\section{When larger clusters matter}
\label{sec:clusters}

Suppose that each contact between adjacent vacancies releases $E_b$, also in larger clusters. This is additive binding. On the simple cubic lattice a connected triple has a central site and two of its six neighbours. There are $\binom{6}{2}=15$ triples per site, and none is a closed triangle. Each has two contacts and weight $B^2$.

Turning three singles into a triple changes the weight by the factor $15B^2N n_1^3/(N^3n_3)$ for large numbers. Setting it to one gives $x_3=15B^2y^3$, where $y=n_1/N$ is the single density in this extended model. Pairs still obey $x_2=3By^2$. Conservation becomes
\begin{equation}
c=y+6By^2+45B^2y^3,
\label{eq:triples}
\end{equation}
and the ratio of vacancies in triples to vacancies in pairs is
\begin{equation}
\frac{3x_3}{2x_2}=\frac{45B^2y^3}{6By^2}=7.5\,By .
\label{eq:tripleratio}
\end{equation}
The pair-only result needs $7.5By\ll1$. In its strong-pairing limit, $y\simeq\sqrt{c/(2q)}=\sqrt{c/(6B)}$, so $By\simeq\sqrt{Bc/6}$. Strong pairing means $2qc=6Bc\gg1$, hence $By\gg1/6$ and the ratio is much larger than $1.25$. Strong pairing and additive binding are therefore incompatible with neglecting triples on this lattice.

The outcome differs if binding saturates, so that a third vacancy gains no energy. Each triple then has weight $B$ instead of $B^2$, and the ratio is $7.5y$, which is small in a sufficiently dilute sample. Equation~\eqref{eq:strong} belongs to this case.

Additive binding can also favour a vacancy-rich region. A vacancy inside such a region has six contacts, each shared by two vacancies, and so contributes $3E_b$ of binding. Moving a single from the dilute gas changes the free energy by $-3E_b-kT\ln y$ at leading order in density. Growth is favoured when
\begin{equation}
yB^3>1 .
\label{eq:phase}
\end{equation}
This is a statement about the lattice model. A real oxide may change its structure long before a region loses all its oxygen.

\section{Approach to equilibrium}

Take equal binding energies for all orientations, and let $k_d$ be the rate at which a pair breaks. With unequal energies the orientations break at different rates, and there is more than one relaxation time. At equilibrium, formation and breaking must balance with $x_2=qx_1^2$. The formation coefficient is therefore $qk_d$, and
\begin{equation}
\frac{dx_2}{dt}=k_d(qx_1^2-x_2).
\label{eq:rate}
\end{equation}
With $x_2=cf/2$ and $x_1=c(1-f)$, multiplication by $2/c$ gives
\begin{equation}
\frac{df}{dt}=k_d\left[2qc(1-f)^2-f\right].
\label{eq:frate}
\end{equation}
For a small deviation from equilibrium, the derivative of the right side is $-k_d[1+4qc(1-f)]$. Equation~\eqref{eq:single} gives $4qc(1-f)=S-1$. The relaxation time is therefore
\begin{equation}
\tau=\frac{1}{k_dS}=\frac{1}{k_d\sqrt{1+8qc}} .
\label{eq:tau}
\end{equation}

On the simple cubic lattice, either member of a pair can jump to $z-1=5$ sites that are not adjacent to its partner. If a single migrates over a barrier $E_m$ with attempt frequency $\nu$, and the barrier to joining is also $E_m$, breaking costs $E_m+E_b$:
\begin{equation}
k_d=2(z-1)\nu\,e^{-(E_m+E_b)/kT}.
\label{eq:kd}
\end{equation}
Immediate returns are neglected. They lower the effective breaking rate, so $\tau$ from this expression is too short; the equilibrium fraction is unaffected.

\section{Worked example: a model gate oxide}

Take a simple cubic oxygen sublattice with spacing $0.27$~nm, a vacancy density of $10^{20}$~cm$^{-3}$ and $E_b=0.15$~eV for every orientation. The film is annealed at $1000$~K. These are round model values. The site density is $(0.27\times10^{-7}\,\mathrm{cm})^{-3}=5.081\times10^{22}$~cm$^{-3}$, so
\begin{align}
c&=\frac{10^{20}}{5.081\times10^{22}}=0.001968,\nonumber\\
B&=e^{0.15/0.08617}=5.70,\qquad q=3B=17.1,\nonumber\\
S&=\sqrt{1+0.2693}=1.127,\nonumber\\
f&=\frac{1.127-1}{1.127+1}=0.060 .
\label{eq:numbers}
\end{align}
About $6\%$ of the vacancies are in pairs. The pair density is $f/2$ times the vacancy density, or $3.0\times10^{18}$~cm$^{-3}$. The leading estimate $2qc=0.067$ is too high because it ignores depletion of the singles. Chance adjacency alone would give $f=0.012$.

A Monte Carlo calculation with 126 vacancies on 64\,000 sites, in which clusters above pairs are forbidden, gives $f=0.0604$. For a separate case with orientation energies $0.40$, $0.35$ and $0.30$~eV, the formula gives $0.337$ and the simulation $0.332$. The predicted shares are $0.534$, $0.299$ and $0.167$; the simulated ones are $0.546$, $0.282$ and $0.172$. The simulations have statistical errors, so these small differences are not used as corrections. The numerical output lists the values.

With additive binding at $E_b=0.15$~eV, Eq.~\eqref{eq:triples} puts $0.059$ of the vacancies in pairs and $0.0047$ in triples. The corresponding simulation gives $0.059$ and $0.0044$. Triples are thus a correction of about $8\%$ relative to the pair population at $1000$~K. On cooling, condition~\eqref{eq:phase} is met below about $826$~K. The pair-only half-pairing temperature, $339$~K, lies well below this and would require saturating binding.

Equilibrium at low temperature also requires motion. Take $E_m=2.5$~eV and $\nu=10^{13}$~s$^{-1}$. Equations~\eqref{eq:tau} and \eqref{eq:kd} give $\tau\simeq0.2$~s at $1000$~K. In the dilute limit on this lattice, a broken pair re-forms about $1.6$ times on average before its members separate for good. Used as an estimate at the present density, this limit lengthens the time by a factor of about $2.6$, to roughly half a second, so an anneal much longer than a second equilibrates the pairs. At $400$~K the same model gives about $10^{19}$~s.

Cooling from $1000$ to $400$~K at $100$~K/s, followed by integration of Eq.~\eqref{eq:frate}, leaves $f=0.063$ and a pair density of $3.1\times10^{18}$~cm$^{-3}$. This fraction equals the equilibrium value at about $966$~K. It is slightly above the anneal value because pairing increases during the first part of cooling, before motion becomes too slow. Immediate returns, neglected here, would make the pairs freeze earlier and leave a fraction between $0.060$ and $0.063$. The pair-only equilibrium value at $400$~K, $0.37$, is not reached.

\section{Sensitivity and real gate stacks}

Several assumptions can be varied separately at the $1000$~K anneal, with the other inputs held fixed. Orientation energies of $0.10$, $0.15$ and $0.20$~eV raise $f$ from $0.060$ to $0.066$. The mean energy is unchanged, but the exponential gains more from the strongest orientation than it loses from the weakest. A vibrational pair entropy of one $k$ multiplies $q$ by $e$ and raises $f$ to $0.14$. This is a larger change than the orientation splitting makes. It is a pair-only value and needs saturating binding: if every contact gained the same entropy, $7.5By$ would be $0.19$ and $yB^3$ about $6$, so condition~\eqref{eq:phase} would already be met at $1000$~K.

A $3$~nm film has about 11 oxygen layers in this model. Its outer layers lack neighbours on one side, so the number of out-of-plane orientations per site is $10/11$ instead of one. With unchanged binding energies, $f$ becomes $0.058$. Site blocking might be expected to have the scale $12c=0.024$, since a pair covers or touches 12 sites, but most of it cancels in the equilibrium ratio. A single forbids a fraction $7/N$ of the placements of another single, a single and a pair exclude each other by $12/N$, and two pairs by $19/N$. To first order $q$ is then multiplied by $1+(14-12)x_1+(24-19)x_2\simeq1.004$, which moves $f$ only from $0.0595$ to $0.0598$.

The example is meant for an oxygen-deficient film in a high-k gate stack that has seen a high-temperature anneal. The thickness and the vacancy density are chosen inputs of the model, not measured values. The binding energy and migration barrier depend on the oxide and on charge state, so the calculated $6\%$ is a model result, not a measured pair fraction. Real films can also have inequivalent sites, grain boundaries and vacancy accumulation near electrodes. Doubling the local vacancy density at fixed $q$ doubles $8qc$ to $0.539$ and raises $f$ to $0.11$.

Charge can have a still stronger effect. With a relative permittivity of 20, the Coulomb energy at $0.27$~nm is roughly $0.27$~eV for two charges $+1$ and $1.1$~eV for two charges $+2$. A macroscopic permittivity is uncertain at this distance, so these are only scales. Both exceed the assumed attraction of $0.15$~eV. If that attraction is unchanged by charging, the net interaction in the interior of such a film is repulsive and equilibrium pairing falls below the chance value of $0.012$. For charges $+1$ the margin is small: the repulsion drops below $0.15$~eV for a relative permittivity above about 36, and image charges reduce it to about $0.15$~eV for a pair one site spacing from a metal electrode. The neutral-vacancy result should therefore not be carried over to a film whose vacancies are charged during the anneal. Charging after the pairs have frozen is a different problem: it changes the forces and barriers, and the subsequent motion must be calculated with those new values.

\section*{Computed values}
\begin{verbatim}
Oxygen-site spacing: 0.27 nm
Oxygen-site density: 5.081e+22 cm^-3
Vacancy density: 1e+20 cm^-3
Vacancies per oxygen site c: 0.001968
Pair binding energy: 0.15 eV
Anneal temperature: 1000 K
kT at anneal: 0.08617 eV
Boltzmann factor B at anneal: 5.701
Orientation sum q at anneal: 17.1
Product 8qc at anneal: 0.2693
PAIR FRACTION f at anneal: 0.05955
Single vacancies per site x1: 0.001851
Pair density at anneal: 2.977e+18 cm^-3
Weak-pairing estimate 2qc: 0.06733
Chance pair fraction, zero binding: 0.01154
Two-pair count / dilute count, 216 sites: 0.912
Same ratio extrapolated to infinite lattice: 1.000000
Monte Carlo sites: 64000
Monte Carlo vacancies: 126
Monte Carlo f, saturating binding: 0.0604
Unequal test energies: 0.4 0.35 0.3 eV
Formula f, unequal orientations: 0.337
Monte Carlo f, unequal orientations: 0.332
Formula orientation shares: 0.534 0.299 0.167
Monte Carlo orientation shares: 0.546 0.282 0.172
Additive binding: formula fraction in pairs: 0.059
Additive binding: Monte Carlo fraction in pairs: 0.0587
Additive binding: formula fraction in triples: 0.00465
Additive binding: Monte Carlo fraction in triples: 0.00441
Vacancy-rich phase favoured below (additive): 826 K
Equilibrium half-pairing temperature (pair-only): 339 K
Migration barrier: 2.5 eV
Attempt frequency: 1e+13 s^-1
Cooling rate: 100 K/s
Pair relaxation time at anneal: 0.2 s
Temperature of use: 400 K
Pair relaxation time in use: 1.1e+19 s
FROZEN PAIR FRACTION after cooling: 0.06282
Frozen pair density: 3.141e+18 cm^-3
Equivalent freezing temperature: 966 K
Unreached equilibrium f in use (pair-only): 0.367
Sites occupied or adjacent to one pair: 12
Upper scale of site blocking, that number times c: 0.02362
Orientation splitting, plus and minus: 0.05 eV
f at anneal with this splitting: 0.06557
f at anneal with pair entropy of one k_B: 0.1365
Film thickness: 3 nm
Oxygen layers in film: 11
f at anneal with missing film neighbours: 0.05794
Relative permittivity for repulsion: 20
Rough repulsion, charges +1 and +1: 0.27 eV
Rough repulsion, charges +2 and +2: 1.1 eV
\end{verbatim}
